# What a Random k-Mesh Shift Does to Cubic Excitons

A Bethe-Salpeter calculation for a cubic crystal returns three exciton lines spread over 0.022 eV where symmetry demands one threefold level. Its dielectric tensor has three different principal values. Read literally, the output describes a strained or non-cubic crystal. Nothing is wrong with the crystal: the k mesh was shifted by a random vector, and the mesh is not cubic.

The belief behind that choice is that a randomly shifted mesh is simply better. It has a sound starting point. On a mesh containing $\Gamma$, many points are related by symmetry and carry the same transition energies. After a generic shift they are all inequivalent, so the same number of points samples more distinct energies. In the $8\times8\times8$ example below, the unshifted mesh has 35 inequivalent points and the shifted one has 512. It is tempting to conclude that every result improves. Some results can, such as the continuum spectrum averaged over orientations. But the mesh spacing stays the same, and the point symmetry is lost.

## What a shift can change

Take a simple cubic lattice of constant $a$ and the mesh

$$\mathbf k=\frac{2\pi}{Na}(\mathbf m+\mathbf s),\qquad m_j=0,\dots,N-1,$$

with $\mathbf s$ in units of the mesh spacing. Expand a periodic integrand as $f(\mathbf k)=\sum_{\mathbf R}f_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}$. Its true zone average is $f_{\mathbf 0}$. For $R_j=ar_j$, the mesh average of one exponential along one axis is

$$\frac1N\sum_{m=0}^{N-1}e^{2\pi i(m+s_j)r_j/N}
=e^{2\pi is_jr_j/N}\,\frac1N\sum_{m=0}^{N-1}e^{2\pi imr_j/N}.$$

The last sum is geometric. It vanishes unless $r_j=Nn_j$ with integer $n_j$, when it equals $N$. The error is therefore

$$\Delta(\mathbf s)=\sum_{\mathbf n\ne0}f_{Na\mathbf n}\,e^{2\pi i\mathbf s\cdot\mathbf n}.$$

The spacing fixes which harmonics are integrated wrongly; the shift changes their phases. The number of inequivalent points does not appear.

The phases still matter. Suppose that the six nearest harmonics dominate and share a real value $F$. Then

$$\Delta(\mathbf s)=2F\sum_{j=1}^3\cos2\pi s_j .$$

At $\mathbf s=0$ all terms add to $6F$. Over uniformly random shifts the mean of $\Delta$ is zero. Each squared cosine averages to $1/2$ and the cross terms average to zero, so

$$\langle\Delta^2\rangle=4F^2\cdot\tfrac32=6F^2 .$$

The typical random error is $\sqrt6\,|F|$, smaller than the unshifted one by $\sqrt6=2.45$. For the smooth integrand $1/(4-\sum_j\cos k_ja)$ at $N=8$, the computed ratio is 2.47. This is the true part of the belief.

## The exciton in a twisted box

To see what happens to excitons, take one s-like conduction band and three p-like valence bands, without spin-orbit coupling or s-p hybridization. Atomic units are used in the algebra. The bands are

$$E_c=C-2t_c\sum_j\cos k_ja,\qquad
h_{ii}=2t_\sigma\cos k_ia+2t_\pi\sum_{j\ne i}\cos k_ja,$$

$$h_{ij}=-4t_{xy}\sin k_ia\,\sin k_ja\quad(i\ne j).$$

The constant $C$ sets the gap at $\Gamma$. In the Tamm-Dancoff approximation, a spin-singlet pair of zero total momentum has amplitudes $A_i(\mathbf k)$ and the Hamiltonian

$$H_{i\mathbf k,j\mathbf k'}=
[E_c\delta_{ij}-h_{ij}(\mathbf k)]\delta_{\mathbf k\mathbf k'}
+\frac{\delta_{ij}}{N^3}[2X-W(\mathbf k-\mathbf k')].$$

Here $X$ is on-site exchange and $W(\mathbf q)=\sum_{\mathbf R}W(\mathbf R)e^{-i\mathbf q\cdot\mathbf R}$ is the screened attraction, with $\mathbf R$ the electron cell minus the hole cell. The sum runs over one box of side $Na$, using the shortest periodic distance. Dipolar exchange between cells is left out.

Define the relative wave function

$$\psi_i(\mathbf R)=N^{-3/2}\sum_{\mathbf k}e^{i\mathbf k\cdot\mathbf R}A_i(\mathbf k).$$

In the transformed attraction term, the sum over $\mathbf k$ is $\sum_{\mathbf k}e^{i\mathbf k\cdot(\mathbf R-\mathbf R')}=N^3\delta_{\mathbf R\mathbf R'}$ inside the box. It removes the prefactor $1/N^3$ and leaves $-W(\mathbf R)\psi_i(\mathbf R)$. The constant $2X$ is the transform of an on-site term, so it gives $2X\delta_{\mathbf R\mathbf0}\psi_i(\mathbf R)$. Writing $E_c\delta_{ij}-h_{ij}=\sum_{\mathbf d}T_{ij}(\mathbf d)e^{i\mathbf k\cdot\mathbf d}$ turns the band energies into hops:

$$\sum_{\mathbf d,j}T_{ij}(\mathbf d)\psi_j(\mathbf R+\mathbf d)
+[2X\delta_{\mathbf R\mathbf0}-W(\mathbf R)]\psi_i(\mathbf R)=E\psi_i(\mathbf R).$$

The shift has left the equation and entered the boundary condition. Since $e^{ik_jNa}=e^{2\pi i(m_j+s_j)}=e^{2\pi is_j}$,

$$\psi_i(\mathbf R+Na\mathbf n)=e^{2\pi i\mathbf s\cdot\mathbf n}\psi_i(\mathbf R).$$

A k mesh is thus a finite box for the electron-hole separation, and its shift is a phase picked up on crossing the box. An exciton much smaller than the box hardly notices the phase. At $N=4$, the spectra of the k-space and box forms agree for both an unshifted and a generic mesh.

One error escapes the shift altogether. The attraction depends on $\mathbf k-\mathbf k'=2\pi(\mathbf m-\mathbf m')/(Na)$, from which $\mathbf s$ has cancelled. If the $\mathbf q=0$ term is dropped, $H$ gains the identity times

$$\frac{W(\mathbf q=0)}{N^3}=\frac1{N^3}\sum_{\mathbf R}W(\mathbf R).$$

For a Coulomb tail the sum grows as the integral of $1/R$ over the box, as $N^2$, so every level rises by an amount proportional to $1/N$. In the example the rise is 0.171 eV at $N=8$ and 0.086 eV at $N=16$, for any shift. The other results below keep this term.

## Which shifts are cubic

Let $S$ be one of the 48 cubic point operations. The p orbitals transform as a vector, so the transformed wave function is $\psi'(\mathbf R)=S\psi(S^{-1}\mathbf R)$. The hops and the attraction are cubic, so $\psi'$ solves the same equation with the same energy. Its boundary phase is different:

$$\psi'(\mathbf R+Na\mathbf n)
=S\psi(S^{-1}\mathbf R+NaS^{-1}\mathbf n)
=e^{2\pi i\mathbf s\cdot S^{-1}\mathbf n}\psi'(\mathbf R)
=e^{2\pi i(S\mathbf s)\cdot\mathbf n}\psi'(\mathbf R).$$

The last step uses the orthogonality of $S$. The operation therefore turns a solution for $\mathbf s$ into one for $S\mathbf s$. It remains a symmetry of a single calculation if $S\mathbf s$ and $\mathbf s$ differ by integers.

Reversing one axis requires $2s_j$ to be an integer, so $s_j=0$ or $1/2$. Exchanging axes requires equal components. On this simple cubic mesh two shifts thus keep the full cubic group: $\mathbf s=0$ and $\mathbf s=(\tfrac12,\tfrac12,\tfrac12)$. It is not shifting as such that breaks the symmetry. The list depends on the lattice, however. For an fcc crystal with the mesh laid along the primitive reciprocal vectors, the half shift points along $(1,1,1)$ and keeps only 12 of the 48 operations, so only $\mathbf s=0$ is cubic. For a generic $\mathbf s$ no operation except the identity survives, and nothing holds the triplet together.

## How large the splitting is

Extend the box periodically. The attraction then forms a lattice of wells of spacing $Na$, and the boundary phase is a Bloch phase. If $\phi_i$ is the isolated exciton of p character $i$, the combination

$$\Psi_i(\mathbf R)=\sum_{\mathbf n}e^{2\pi i\mathbf s\cdot\mathbf n}\phi_i(\mathbf R-Na\mathbf n)$$

has the required phase. To leading order, its energy changes through coupling between neighbouring wells. For a neighbour along $x$, reflection of $y$ or $z$ forbids coupling between different $\phi_i$. The remaining coupling is $A_\parallel$ if $i$ lies along the line joining the wells and $A_\perp$ otherwise. The two neighbours on each axis contribute $e^{2\pi is_j}+e^{-2\pi is_j}=2\cos2\pi s_j$, so with $c_j=\cos2\pi s_j$

$$E_i(\mathbf s)=E_0+2A_\parallel c_i+2A_\perp\sum_{j\ne i}c_j .$$

Subtracting two levels gives

$$E_i-E_j=2(A_\parallel-A_\perp)(c_i-c_j).$$

The couplings are small because the wave function must reach across the box. Along $x$, with $k_y=k_z=0$, the pair energy of the $x$ orbital is $E_g+2(t_c+t_\sigma)(1-\cos k_xa)$. Outside the attraction a bound state has $k_x=i\kappa$ and energy $E_g-E_b$. Since $\cos i\kappa a=\cosh\kappa a$,

$$E_b=2(t_c+t_\sigma)(\cosh\kappa a-1).$$

Between two wells, one tail has fallen as $e^{-\kappa x}$ and the other as $e^{-\kappa(Na-x)}$. Their product is $e^{-\kappa Na}$ at every $x$, so $A_\parallel$ falls as $e^{-\kappa Na}$ up to a slower prefactor. The splitting is thus a finite-box error that disappears exponentially.

## A worked case

The example is a model crystal with round parameters: $a=5$ angstrom, $E_g=3$ eV, $t_c=0.25$ eV, $t_\sigma=0.15$ eV, $t_\pi=0.05$ eV and $t_{xy}=0.02$ eV. The attraction is 2 eV on site and a Coulomb tail with screening constant 5 elsewhere; $X=0.1$ eV. The generic shift is $\mathbf s=(0.11,0.23,0.38)$.

The converged triplet lies at 2.581 eV, so $E_b=3-2.581=0.419$ eV. The decay law gives

$$\cosh\kappa a=1+\frac{0.419}{2(0.25+0.15)}=1.524,\qquad \kappa a=0.984,$$

an asymptotic decay length of $5/0.984=5.08$ angstrom. The total splitting of the triplet is:

| $N$ | splitting (eV) |
|---:|---:|
| 4 | $2.2\times10^{-2}$ |
| 8 | $7.3\times10^{-4}$ |
| 12 | $1.9\times10^{-5}$ |

At $N=4$ it is 5% of the binding energy. Between $N=10$ and 14 it falls at a rate of 0.927 per cell, 6% below $\kappa a$. The exponential estimate leaves out two things that slow the decay over this range. One is the prefactor of $A_\parallel$. The other is $A_\perp$, which is subtracted in the splitting and falls faster because $t_\pi<t_\sigma$.

The cosine law also predicts the pattern. The main component of each exciton has a nodeless envelope and the hops along the axes are negative, so both couplings are negative. Since $t_\sigma>t_\pi$, the tail of $\phi_i$ reaches further along its own axis, and $A_\parallel$ is the larger in magnitude. Hence $A_\parallel-A_\perp<0$, and the largest cosine gives the lowest level. The three cosines are 0.7705, 0.1253 and $-0.7290$. The distance from the lowest to the middle level, divided by the total splitting, should be

$$\frac{0.7705-0.1253}{0.7705+0.7290}=0.430 .$$

The calculation at $N=12$ gives 0.428. The lines are ordered by the components of the shift, which is how an artefact of the mesh would look and a property of the crystal would not.

Restoring the degeneracy does not by itself make the energy accurate. Averaging the three levels gives

$$\bar E=E_0+\tfrac23(A_\parallel+2A_\perp)\sum_jc_j .$$

The sum is 3 at $\mathbf s=0$ and $-3$ at the half shift, so these cubic meshes have opposite leading errors. At $N=8$ the errors, relative to $N=16$, are $-1.4\times10^{-3}$ and $+1.2\times10^{-3}$ eV. Both triplets are degenerate to numerical precision, yet both errors exceed the splitting of $7.3\times10^{-4}$ eV on the generic mesh.

A deliberately chosen shift can remove the leading error. At $\mathbf s=(\tfrac14,\tfrac14,\tfrac14)$ all three cosines vanish, and the error of the mean drops to $-1.9\times10^{-5}$ eV. The six permutations of the axes survive, but no reversal of an axis does. The triplet may therefore split into a singlet along $(1,1,1)$ and a doublet perpendicular to it.

The next images show how. For wells displaced by $(\pm1,\pm1,0)Na$, the coupling of $\phi_x$ to $\phi_y$ changes sign with the product of the two signs. With $B$ the signed coupling for the displacement $(1,1,0)Na$, the four terms add to

$$B(2i\sin2\pi s_x)(2i\sin2\pi s_y)=-4B\sin2\pi s_x\,\sin2\pi s_y .$$

At the quarter shift every off-diagonal element is $-4B$. The vector $(1,1,1)$ then has energy $-8B$ and the perpendicular pair $+4B$, a splitting of $12|B|$ within this shell. In this model $B$ is negative, so the singlet lies above the doublet. At $N=4$ the computed singlet-doublet splitting is $8.6\times10^{-3}$ eV; in so small a box this one shell gives the pattern but is not quantitatively complete. A good mean energy and a correct degeneracy are separate achievements.

## The tensor

Let $d$ be the local s-p dipole. A normalized singlet exciton $\lambda$ has a transition dipole of magnitude $\sqrt2\,dN^{3/2}|\psi_i^\lambda(\mathbf0)|$: the factor $\sqrt2$ comes from spin and $N^{3/2}$ from the coherent sum over cells. Squaring it, dividing by the volume $N^3a^3$ and multiplying by $4\pi$ gives

$$\varepsilon_{ij}(\omega)=\delta_{ij}+\frac{8\pi d^2}{a^3}
\sum_\lambda\psi_i^\lambda(\mathbf0)\psi_j^{\lambda*}(\mathbf0)
\left[\frac1{E_\lambda-\omega}+\frac1{E_\lambda+\omega}\right].$$

This contains the response of the four model bands; the screening constant in $W$ is a separate parameter. Because $\psi'(\mathbf0)=S\psi(\mathbf0)$ while the energies are unchanged,

$$\varepsilon(S\mathbf s)=S\,\varepsilon(\mathbf s)\,S^T .$$

Now average over all 48 operations. Axis reversals cancel the off-diagonal elements, permutations equalize the diagonal ones, and each rotation preserves the trace. Hence

$$\frac1{48}\sum_S\varepsilon(S\mathbf s)=\frac{\operatorname{tr}\varepsilon(\mathbf s)}3\,\mathbf1 .$$

One calculation supplies the whole average through its trace. For $d=1$ angstrom, $\omega=2$ eV and $N=4$, the diagonal elements on the generic mesh are 4.983, 4.971 and 4.954, with off-diagonal elements below 0.001 in magnitude. Their mean is

$$\frac{4.983+4.971+4.954}{3}=4.969,$$

against 4.966 at $N=16$. The unshifted $N=4$ mesh gives a perfectly isotropic 5.037.

So the anisotropic result is closer to the converged value in every diagonal element, and the isotropic one is further away. Isotropy tests the symmetry of a mesh, not its convergence. The shift is also favourable here: its cosines add to 0.167 rather than 3, and the leading error of the trace is proportional to that sum. The trace repairs the tensor, but it does not rejoin the split levels or remove the sampling error that remains.

## The continuum

Above the gap the exponential protection is much weaker. For independent pairs, a spectrum with broadening $\eta$ contains $1/[E(\mathbf k)-\omega-i\eta]$. In one dimension, expand near a point where $E(k_0)=\omega$: $E\approx\omega+v(k-k_0)$. The denominator vanishes at $k=k_0+i\eta/v$, so the harmonic at distance $Na$ falls approximately as $e^{-\eta Na/v}$. The estimate does not apply at a band edge, where $v$ vanishes and the linear expansion fails.

For the $x$ orbital moving along $x$, the largest velocity is $v/a=2(t_c+t_\sigma)=0.8$ eV. With $\eta=0.1$ eV and $N=8$ the exponent is $0.1\times8/0.8=1$, whereas for the bound exciton $\kappa Na=7.9$. The same box is large for one and small for the other.

The interacting spectra show the contrast. From $N=8$ to 12, the bound-state splitting on the generic mesh shrinks to 0.026 of its value. The difference between the $xx$ and $zz$ spectra in the continuum shrinks to 0.44. The exponential factor alone would give $e^{-0.5}=0.61$; the estimate leaves out the prefactor and the interaction.

This is also where a random shift can help. The errors below are root-mean-square deviations from an $N=20$ spectrum between 3.1 and 7.5 eV, relative to the root-mean-square size of that spectrum. All meshes have $N=8$.

| mesh and quantity | relative error |
|---|---:|
| $\mathbf s=0$ | 0.055 |
| half shift | 0.189 |
| random, averaged over $xx,yy,zz$ | 0.027 |
| random, single component | 0.054 |

The random entries are root-mean-square values over eight shifts. For these eight shifts, even the worst averaged spectrum has an error of 0.033, below that of both cubic meshes. Eight draws are no guarantee, however: a sample of 60 shifts raises the averaged entry from 0.027 to 0.038, and about one shift in twelve then does worse than the unshifted mesh. The spectrum varies continuously with $\mathbf s$, so a random shift that falls close to the half shift has nearly the same large error, 0.189. A single component gains nothing useful even in this sample: 0.054 against 0.055 for the unshifted mesh.

At this $N$ the half shift does far worse than $\mathbf s=0$, although it has no less symmetry. That ranking does not persist on denser meshes: the two errors are about equal at $N=12$, and the half shift is the better one at $N=14$. The six-harmonic estimate would make their errors equal and opposite, so it does not describe this spectrum; at $N=8$ the part of the error common to both meshes is about as large as the part that changes sign. The half-shifted mesh also has fewer inequivalent points, 20 against 35, but the quadrature rule gives no reason to rank meshes by that count.

## Choosing a mesh

The choice depends on the quantity. Degeneracies and selection rules call for a mesh with the symmetry of the crystal, or for a box so large that the splitting is below the accuracy required. The mean energy of a bound exciton calls for a larger $N$ or a shift that cancels the leading harmonics. An averaged continuum spectrum may benefit from a generic shift if the tensor is replaced by one third of its trace times the identity, but the gain depends on the shift. Comparing several shifts shows how strongly the result depends on the one chosen.

The trace rule is specific to cubic crystals. In a lower-symmetry crystal the tensor must be averaged over that crystal's own operations, since part of its anisotropy is real. In either case a change of $\mathbf s$ at fixed $N$ is a useful probe: what moves with the shift is not converged. The converse fails, because the error from a dropped $\mathbf q=0$ term is the same for every shift. At $N=8$ that error is 0.171 eV, more than 200 times the triplet splitting, and varying the shift would never reveal it. The full set of values is in the numerical output.

## Numbers as computed

```
lattice constant 5.0 angstrom; gap 3.0 eV; screening 5.0
on-site attraction 2.0 eV; on-site exchange X 0.1 eV
hoppings t_c 0.25, t_sigma 0.15, t_pi 0.05, t_xy 0.02 eV
local dipole length 1.0 angstrom; half width 0.1 eV
generic shift s (mesh spacings): [0.11 0.23 0.38]
smooth integrand, N=8: error(s=0)/rms error over shifts 2.470
inequivalent points, N=8: s=0, half, generic: 35 20 512
N=8: level error from dropping q=0, any shift: 0.1709 eV
N=16: level error from dropping q=0, any shift: 0.0856 eV
N=32: level error from dropping q=0, any shift: 0.0428 eV
converged triplet energy 2.58080 eV; binding 0.41920 eV
kappa*a 0.9836; decay length 5.083 angstrom
N=4, box 20 angstrom: generic-shift splitting 2.171e-02 eV
N=6, box 30 angstrom: generic-shift splitting 4.139e-03 eV
N=8, box 40 angstrom: generic-shift splitting 7.336e-04 eV
N=10, box 50 angstrom: generic-shift splitting 1.220e-04 eV
N=12, box 60 angstrom: generic-shift splitting 1.942e-05 eV
N=14, box 70 angstrom: generic-shift splitting 2.998e-06 eV
decay rate of splitting per cell, N=10 to 14: 0.9266
N=12 (E2-E1)/(E3-E1): BSE 0.4279; cosine law 0.4303
N=8, s=0: mean-energy error -1.407e-03 eV
N=8, s=half: mean-energy error 1.244e-03 eV
N=8, s=quarter: mean-energy error -1.860e-05 eV
N=4, s=quarter: singlet-doublet splitting 8.643e-03 eV
dielectric tensor at 2.0 eV, N=4, generic shift:
    4.98280   -0.00063   -0.00048
   -0.00063    4.97093   -0.00081
   -0.00048   -0.00081    4.95410
star average 4.96928; s=0 mesh 5.03691; N=16 4.96623
continuum window 3.1 to 7.5 eV, N=8, relative errors:
  s=0 0.0552; s=half 0.1886
  8 random shifts, tensor average: rms 0.0268, best 0.0164, worst 0.0333
  8 random shifts, single components: rms 0.0538
N=8, generic shift: continuum xx-zz difference 0.0817
N=12, generic shift: continuum xx-zz difference 0.0363
N=8 to 12 reduction factor: bound splitting 0.0265, continuum anisotropy 0.4443
```
